# Melting Point of a Racemic Conglomerate from Enantiopure Crystal Data

## The problem

A chiral molecule exists in two mirror-image forms, the enantiomers R and S. A crystal containing one form only is called enantiopure. A racemic conglomerate is a mechanical mixture of enantiopure R crystals and enantiopure S crystals, with equal amounts of the two forms overall.

The enantiopure crystals of a certain substance melt at $T_0=350$ K, with a fusion enthalpy $\Delta H=20$ kJ per mole of molecules. The pressure is fixed, the liquid is an ideal mixture, and the fusion enthalpy does not depend on temperature. Neither crystal takes up molecules of the other form, and the forms do not interconvert during the experiment.

(a) Show that the conglomerate melts near 318 K.

(b) Does it melt at one temperature or over a range?

(c) How far would modest departures from the assumptions move the answer?

## Hints

**Hint 1.** The R crystals and the S crystals have the same melting point. Ask what changes for an R molecule leaving its crystal when the liquid already contains S molecules.

**Hint 2.** At $T_0$ the crystal and its own pure liquid have equal Gibbs energies. This fixes the fusion entropy, and with it the Gibbs energy of fusion at other temperatures.

**Hint 3.** A crystal is in equilibrium with a liquid mixture when a molecule has the same chemical potential in both. Write this condition for each kind of crystal. What liquid composition satisfies both conditions?

**Hint 4.** For part (b), write the Gibbs energy of a partly molten sample as a function of the molten amount.

## Full solution

### Gibbs energy of fusion of one enantiomer

Let $\Delta g(T)$ be the molar Gibbs energy of the pure enantiomeric liquid minus that of its crystal. A positive value favours the crystal. By definition,

$$\Delta g(T)=\Delta H-T\,\Delta S .$$

Constant $\Delta H$ means that crystal and liquid have the same heat capacity at constant pressure, since the temperature derivative of $\Delta H$ is the difference of the two. The temperature derivative of the fusion entropy is that same difference divided by $T$, so $\Delta S$ is constant too.

At $T_0$ the two phases are in equilibrium and $\Delta g(T_0)=0$. Hence

$$\Delta S=\frac{\Delta H}{T_0}=\frac{20000}{350}=57.143\ \text{J/(mol K)},$$

$$\Delta g(T)=\Delta H\left(1-\frac{T}{T_0}\right).$$

Mirror images have equal energies and equal entropies, so the same function serves for R and S. Below 350 K it is positive: a pure R liquid would lower its Gibbs energy by crystallizing.

### Entropy of mixing

In an ideal liquid mixture, exchanging an R molecule for an S molecule costs no energy, and all arrangements of the two kinds are equally likely. Mirror symmetry does not guarantee this. It makes R–R and S–S contacts equivalent, but an R–S contact is a different arrangement. Ideality is therefore a separate assumption.

Take $N$ molecules, half of each kind, on $N$ places. The number of arrangements is

$$W=\frac{N!}{[(N/2)!]^2}.$$

For large $N$, Stirling's approximation $\ln N!\approx N\ln N-N$ gives

$$\begin{aligned}
\ln W&\approx N\ln N-N-2\left[\frac N2\ln\frac N2-\frac N2\right]\\
&=N\ln N-N\ln\frac N2=N\ln 2 .
\end{aligned}$$

The entropy is $k_B\ln W$. For one mole of molecules it is $R\ln2$, where $R$ in formulas denotes the gas constant:

$$R\ln 2=8.3145\times0.69315=5.763\ \text{J/(mol K)}.$$

Counting without Stirling's approximation for $N=10^6$ gives $\ln W/N=0.69314$, against $\ln2=0.69315$.

For amounts $n_R$ and $n_S$ in the liquid, with $n=n_R+n_S$, $x_R=n_R/n$ and $x_S=n_S/n$, the same counting gives the mixing entropy $-R(n_R\ln x_R+n_S\ln x_S)$. There is no mixing enthalpy, so the mixing Gibbs energy is

$$\begin{aligned}
G_{\rm mix}&=RT(n_R\ln x_R+n_S\ln x_S)\\
&=RT(n_R\ln n_R+n_S\ln n_S-n\ln n).
\end{aligned}$$

### Chemical potential and equilibrium

The chemical potential is the derivative of the Gibbs energy with respect to the amount of one species. Since $n$ grows together with $n_R$,

$$\frac{\partial G_{\rm mix}}{\partial n_R}=RT\left[(\ln n_R+1)-(\ln n+1)\right]=RT\ln x_R .$$

Measured from the R crystal, the chemical potential of R in the liquid is thus $\Delta g+RT\ln x_R$. Because $x_R<1$, the logarithm is negative: dilution by S lowers the chemical potential of R and makes melting easier.

An R crystal is in equilibrium with the liquid when this difference vanishes:

$$\Delta g(T)+RT\ln x_R=0 .$$

The S crystal requires $\Delta g(T)+RT\ln x_S=0$ with the same $\Delta g$. If both crystals are present, subtracting the two conditions gives $\ln x_R=\ln x_S$. Together with $x_R+x_S=1$ this means $x_R=x_S=1/2$. The condition that remains determines the temperature $T_c$:

$$\Delta H-T_c\Delta S-RT_c\ln2=0 .$$

Collecting the terms in $T_c$ and dividing,

$$T_c=\frac{\Delta H}{\Delta S+R\ln2}.$$

Inverting this and using $\Delta S/\Delta H=1/T_0$ gives the equivalent form

$$\frac1{T_c}=\frac1{T_0}+\frac{R\ln2}{\Delta H}.$$

With the numbers of the problem,

$$\frac1{T_c}=0.00285714+0.00028816=0.00314530\ \text{K}^{-1},$$

$$T_c=317.93\ \text{K}.$$

The conglomerate melts near 318 K, or about 45 °C, which answers part (a). It melts 32 K below either of the crystals from which it is made.

### Why the melting is sharp

Equilibrium between three phases at $T_c$ does not yet say how much of the sample melts there. Consider one mole of racemic sample, of which an amount $n$ is liquid with R fraction $x$. Relative to the unmelted crystals its Gibbs energy is

$$G=n\left\{\Delta g+RT[x\ln x+(1-x)\ln(1-x)]\right\}.$$

For fixed $n$, the derivative of the square bracket with respect to $x$ is $\ln[x/(1-x)]$, which vanishes at $x=1/2$. The second derivative, $1/x+1/(1-x)$, is positive, so this is the minimum. A racemic sample can supply equal amounts of R and S for every $n$ between 0 and 1 mol. The lowest Gibbs energy at given $n$ is therefore

$$G_{\min}(n)=n\,(\Delta g-RT\ln2)=n\,[\Delta H-T(\Delta S+R\ln2)].$$

This is a straight line in $n$. Below $T_c$ its slope is positive and the lowest value lies at $n=0$, all solid. Above $T_c$ the slope is negative and the lowest value lies at $n=1$ mol, all liquid. At $T_c$ every molten fraction has the same Gibbs energy, and the heat supplied decides how much has melted.

This answers part (b): within the model the conglomerate melts at a single temperature, like a pure substance, although it contains two kinds of crystal. A direct numerical search over the molten amounts of R and S, which does not use the formula for $T_c$, places both the start and the end of melting at 317.93 K.

### Reading the result

The formula for $T_c$ is a ratio of enthalpy to entropy. The numerator is that of the enantiopure crystal, because ideal mixing absorbs no heat. The denominator has grown from 57.143 to

$$57.143+5.763=62.906\ \text{J/(mol K)}.$$

The same heat thus buys more entropy, and melting becomes favourable at a lower temperature. The solid gains no comparable mixing entropy, since its two forms sit in separate crystals of macroscopic size.

Dividing numerator and denominator by $\Delta S$ shows what controls the depression:

$$T_c=\frac{T_0}{1+r},\qquad r=\frac{R\ln2}{\Delta S}=\frac{5.763}{57.143}=0.101 .$$

For a large fusion entropy, $r$ is small and the conglomerate melts close to $T_0$. For a small fusion entropy the depression is large. At $\Delta S=R\ln2$ the formula would give $T_c=T_0/2$, but it would then rely on a constant enthalpy over half the temperature scale, which is a poor assumption.

For small $r$, $1/(1+r)\approx1-r$, and the depression becomes

$$T_0-T_c\approx rT_0=\frac{RT_0^2\ln2}{\Delta H}.$$

This first-order form gives a melting point of 314.70 K, which is 3.2 K below the value from the full formula. The approximate depression $rT_0$ exceeds the full one, $rT_0/(1+r)$, by the factor $1+r$, so it is 10 % too large. The full formula is as easy to use and is preferable here.

### Departures from the assumptions

For part (c), each assumption is relaxed alone, with the others and the data at $T_0$ held fixed. The magnitudes are chosen for illustration.

**Heat capacity.** Suppose the heat capacity of the liquid exceeds that of the crystal by a constant amount equal to $\Delta S=57.1$ J/(mol K), where $\Delta S$ still denotes the value at $T_0$. The fusion enthalpy at temperature $T$ is then

$$\Delta H+\Delta S(T-T_0)=T\Delta S,$$

because $\Delta H=T_0\Delta S$. The fusion entropy is $\Delta S+\Delta S\ln(T/T_0)$. Subtracting $T$ times this entropy from the enthalpy leaves

$$\Delta g(T)=T\Delta S\ln\frac{T_0}{T}.$$

The melting condition $\Delta g=RT\ln2$ now gives

$$T=T_0\,e^{-R\ln2/\Delta S}=316.42\ \text{K}.$$

The shift is $-1.5$ K. Its sign follows from $\ln u<u-1$ for $u>1$: with $u=T_0/T$, the new $\Delta g$ is smaller than $\Delta S(T_0-T)$, so the crystal is less strongly favoured. The fusion enthalpy has fallen to 18.08 kJ/mol at this temperature, a change of about 10 % from its value at 350 K. The melting point moves much less because enthalpy and entropy change together.

**Non-ideal liquid.** Let the liquid have an excess Gibbs energy $w\,x(1-x)$ per mole, with $w=200$ J/mol. A positive $w$ means that unlike neighbours are slightly unfavourable. At $x=1/2$ the excess is $w/4=50$ J/mol, and the melting condition becomes

$$\Delta H+\frac w4-T(\Delta S+R\ln2)=0 .$$

The melting point rises by $50/62.906$, or 0.8 K. The condition is linear in $w$, so $w=-200$ J/mol would lower it by the same amount.

**Solubility in the crystals.** Let a fraction $\delta=0.01$ of the molecules in each crystal be of the wrong form, placed at random at an energy cost $E$ per mole. The molar Gibbs energy of the crystal, relative to the pure one, is

$$f(\delta)=\delta E+RT[\delta\ln\delta+(1-\delta)\ln(1-\delta)].$$

The chemical potential of the host molecules is $f-\delta f'$. With $f'=E+RT\ln[\delta/(1-\delta)]$, the terms in $E$ and in $\ln\delta$ cancel, leaving $RT\ln(1-\delta)$. The host is in equilibrium with the racemic liquid when

$$\Delta g-RT\ln2=RT\ln(1-\delta),$$

$$T=\frac{\Delta H}{\Delta S+R\ln[2(1-\delta)]}.$$

The crystal now has some mixing entropy of its own and melts 0.4 K higher. The values of $\delta$ and $E$ are not independent. The chemical potential of the guest molecules is $f+(1-\delta)f'$, and in the racemic liquid R and S have equal chemical potentials, so guest and host must have equal ones in the crystal. This requires $f'=0$, or $E=RT\ln[(1-\delta)/\delta]$, which is about 12.2 kJ/mol for $\delta=0.01$.

Larger or combined departures move the result further: a heat-capacity difference of 100 J/(mol K) lowers it by 2.9 K, and a solubility near $\delta=0.05$ raises it by about 2 K. With the magnitudes chosen above, each taken alone, the three changes shift the result by between 0.4 and 1.5 K in size. They support the statement "near 318 K", but not the decimals of 317.93 K as a prediction for a substance.

### Beside real molecular precursors

A fusion entropy of 50 to 60 J/(mol K) is found for some aromatic molecules, such as naphthalene and biphenyl, so the data of the problem are not unusual. This range is not a general rule: benzene has about 35 J/(mol K), and nearly spherical molecules whose crystals are orientationally disordered, such as camphor or cyclohexane, have less than 20 J/(mol K). Chirality also occurs among metal complexes used as volatile precursors: an octahedral complex with three identical, flat and symmetric ligands, each bound to the metal through two atoms, has two mirror-image forms. If such a substance formed a conglomerate with the present data, a supply vessel at 325 K would hold a liquid when filled with the racemate and a solid when filled with one pure enantiomer. With 5 % of the other form present, the liquidus of Variation 1 gives about 12 % liquid at that temperature. This conclusion needs the stated assumptions. In particular, the racemic solid must be a conglomerate. If R and S crystallize together in an ordered 1:1 compound that is more stable than the conglomerate at $T_c$, the racemate melts higher: with the stability chosen in Variation 2 it melts at 334 K and would still be solid at 325 K.

Interconversion of the two forms matters as well. If it is fast in the liquid, the melt of an enantiopure R crystal turns racemic, with $x_R=1/2$. The equilibrium condition for the R crystal is then $\Delta g=RT\ln2$, so even the enantiopure crystal is in equilibrium with its melt at $T_c$. The melting point of 350 K in the problem presupposes that interconversion is slow compared with the measurement.

## Variation 1: a sample with 80 % R and 20 % S

**Question.** One mole of a mixture of enantiopure crystals contains 0.8 mol of R and 0.2 mol of S. When does it start to melt, how much melts there, and when is it fully liquid?

**Solution.** Below $T_c$ the Gibbs energy $G$ of any molten portion is positive, since even its most favourable composition, $x=1/2$, gives a positive value. No liquid forms. Just above $T_c$, liquid with $x=1/2$ lowers the Gibbs energy, and it forms for as long as both kinds of crystal remain. The sample therefore starts to melt at 318 K, the same temperature as the conglomerate.

The S crystals run out first. By then 0.2 mol of S and 0.2 mol of R have melted, so 40 % of the sample is liquid. The heat absorbed at this temperature is $0.4\times20=8$ kJ.

From there on R crystals alone are in contact with the liquid. Their equilibrium condition, $\Delta H-T\Delta S+RT\ln x=0$ with $x=x_R$, gives the liquidus temperature

$$T(x)=\frac{\Delta H}{\Delta S-R\ln x}.$$

All of the S is dissolved, so $n(1-x)=0.2$ mol, and the amount of liquid is $n=0.2\ \text{mol}/(1-x)$. This gives the course of melting:

| $x$ | $T$ (K) | liquid (%) |
|---|---|---|
| 0.5 | 317.9 | 40 |
| 0.6 | 325.8 | 50 |
| 0.7 | 332.7 | 67 |
| 0.8 | 339.0 | 100 |

The last crystal disappears when the liquid has the composition of the whole sample, $x=0.8$:

$$T(0.8)=\frac{20000}{57.143+1.855}=339.0\ \text{K}.$$

The sample melts over a range of 21 K. The numerical search for the lowest Gibbs energy gives the same start, the same 40 % and the same end.

Two limits frame this result. As $x\to1$ the logarithm vanishes and $T(x)\to T_0$, the melting point of the pure enantiomer. At $x=1/2$ the liquidus reaches $T_c$, and the melting range shrinks to a point. For a majority of S the same curve applies with the two forms exchanged. The racemic composition is thus the lowest point of the liquidus, the eutectic.

## Variation 2: the racemate forms a compound

**Question.** Suppose R and S can also crystallize together, in a 1:1 ordered crystal called a racemic compound. Its enthalpy lies $D=1.0$ kJ per mole of molecules below that of the conglomerate, and its entropy is the same. Where does it melt, and how can it be told from a conglomerate?

**Solution.** The racemic liquid lies above the conglomerate by $\Delta g-RT\ln2$, and therefore above the compound by $\Delta g-RT\ln2+D$. Setting this to zero gives

$$T_{\rm comp}=\frac{\Delta H+D}{\Delta S+R\ln2}=\frac{21000}{62.906}=333.8\ \text{K}.$$

This is 16 K above the conglomerate. An energy difference of only 5 % of the fusion enthalpy thus moves the melting point of the racemate by half of the depression found in part (a), and by about ten times the 1.5 K shift that the first heat-capacity example gave in part (c). The value 318 K then belongs to a metastable conglomerate, observable only if the compound fails to form.

The compound can even melt above the enantiopure crystals. The two melting points coincide when $\Delta H+D=T_0(\Delta S+R\ln2)$. Since $T_0\Delta S=\Delta H$, this requires

$$D=RT_0\ln2=350\times5.763\ \text{J/mol}\approx2.0\ \text{kJ/mol}.$$

To tell the solids apart, add a little pure R and observe the temperature at which the last crystal melts. One mole of molecules from the compound supplies half a mole of each form, so its equilibrium with a liquid of composition $x$ reads

$$\Delta g+\tfrac12RT\ln[x(1-x)]+D=0,$$

$$T=\frac{\Delta H+D}{\Delta S-\tfrac12R\ln[x(1-x)]}.$$

The product $x(1-x)$ is largest at $x=1/2$. Moving away from that composition makes its logarithm more negative, increases the denominator and lowers $T$. For a conglomerate, the liquidus of Variation 1 rises with $x$ instead. A small addition of one enantiomer therefore lowers the end of melting of a racemic compound and raises that of a conglomerate, provided that the liquid is ideal and each sample reaches equilibrium. The two effects are very unequal. The compound curve is flat at $x=1/2$, so at $x=0.55$ the end of melting falls by only 0.2 K, while that of the conglomerate rises by 4.1 K. The compound curve applies only while the compound is the last solid to melt, that is, until it meets the liquidus of pure R. Beyond that point the end of melting rises with $x$ and eventually exceeds that of the racemate. With $D=1.0$ kJ/mol the curves meet at $x=0.67$, and the end of melting is back at 333.8 K at $x=0.72$. For a weakly stabilized compound both points lie close to $x=1/2$: with $D=0.1$ kJ/mol both are near $x=0.52$, the end of melting at $x=0.55$ lies 2.5 K above that of the racemate, and the sample resembles a conglomerate.

## Computed results

```
Enantiopure melting point T0: 350.0 K
Enantiopure fusion enthalpy: 20.0 kJ/mol
Gas constant R: 8.3145 J/(mol K)
Enantiopure fusion entropy: 57.143 J/(mol K)
ln 2: 0.69315
ln 2 from counting, N = 1000000: 0.69314
Mixing entropy R ln 2: 5.763 J/(mol K)
Conglomerate fusion entropy: 62.906 J/(mol K)
Conglomerate fusion enthalpy: 20.000 kJ/mol
1/T0: 0.00285714 1/K
R ln 2 / H: 0.00028816 1/K
1/T_c: 0.00314530 1/K
Conglomerate melting point, formula: 317.93 K
The same in Celsius: 44.8 deg C
Start of melting, energy search: 317.93 K
End of melting, energy search: 317.93 K
Depression T0 - T_c: 32.07 K
First-order shortcut: 314.70 K
Error of shortcut: -3.23 K
Liquidus temperature at x = 0.9: 344.72 K
Liquidus temperature at x = 0.8: 338.99 K
Liquidus temperature at x = 0.7: 332.73 K
Liquidus temperature at x = 0.6: 325.79 K
80:20 sample, start of melting, search: 317.93 K
80:20 sample, liquid just above start: 40 %
80:20 sample, end of melting, search: 339.0 K
Heat capacity gain on melting, chosen: 57.1 J/(mol K)
Melting point with it: 316.42 K
Shift from heat capacity: -1.51 K
Fusion enthalpy at that point: 18.08 kJ/mol
Liquid excess parameter w, chosen: 200 J/mol
Shift from non-ideal liquid: +0.79 K
Wrong enantiomer in crystals, chosen: 1 %
Shift from solid solubility: +0.42 K
Racemic compound stability, chosen: 1.0 kJ/mol
Racemic compound melting point: 333.83 K
Compound minus conglomerate: +15.90 K
```
